# The Exchange Derivative Discontinuity and the Hartree-Fock Gap: a program that tests the result

```python
# Result under test: the exchange-only derivative discontinuity is
#   Delta_x = <L|K - v_x|L> - <H|K - v_x|H>,
# and (OEP gap) + Delta_x equals the Hartree-Fock gap up to second order in
# the interaction strength.
# H, L: HOMO and LUMO of the OEP; v_x: local OEP exchange potential (zero mean);
# K: nonlocal Fock exchange, K(x,y) = -gamma(x,y) w(x,y)/2, gamma spin-summed.
# Model: ring of cells, external potential -V cos(2 pi x/a), soft Coulomb
# interaction lam/sqrt(b^2 + chord^2). Hartree atomic units.
# Orbitals are unit vectors on the grid; "pop" is the electron number per point.
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
CELLS, A, B = 6, 4.0, 1.0
NOCC = CELLS                       # doubly occupied orbitals
LENGTH = CELLS * A


class Model:
    def __init__(self, depth, lam=1.0, points_per_cell=16):
        self.n = n = CELLS * points_per_cell
        self.dx = LENGTH / n
        self.x = x = np.arange(n) * self.dx
        k = 2 * np.pi * np.fft.fftfreq(n, self.dx)
        t = np.fft.ifft(0.5 * k[:, None]**2 * np.fft.fft(np.eye(n), axis=0),
                        axis=0).real
        self.t = 0.5 * (t + t.T)
        self.vext = -depth * np.cos(2 * np.pi * x / A)
        chord = LENGTH / np.pi * np.sin(np.pi * (x[:, None] - x) / LENGTH)
        self.w = lam / np.sqrt(B**2 + chord**2)
        self.h = self.t + np.diag(self.vext)


def pairs(eps, c, f):
    """Orbital products and weights of the linear density response."""
    ii, jj = np.triu_indices(len(eps), 1)
    keep = (ii <= NOCC) & (f[ii] != f[jj])
    ii, jj = ii[keep], jj[keep]
    weight = 2 * (f[ii] - f[jj]) / (eps[ii] - eps[jj])
    return c[:, ii] * c[:, jj], weight, ii, jj


def occupations(n, omega=0.0):
    f = np.zeros(n)
    f[:NOCC] = 2.0
    if omega > 0:
        f[NOCC] = omega
    elif omega < 0:
        f[NOCC - 1] = 2.0 + omega
    return f


def solve_response(prod, weight, rhs):
    """Zero-mean potential whose linear density response is rhs."""
    n = len(rhs)
    chi = (prod * weight) @ prod.T
    return np.linalg.solve(chi - np.ones((n, n)) / n, rhs)


def solve_oep(m):
    vs = m.vext.copy()
    f = occupations(m.n)
    for _ in range(500):
        eps, c = np.linalg.eigh(m.t + np.diag(vs))
        gamma = 2 * c[:, :NOCC] @ c[:, :NOCC].T
        kx = -0.5 * gamma * m.w
        prod, weight, ii, jj = pairs(eps, c, f)
        k_mo = c.T @ kx @ c
        vx = solve_response(prod, weight, prod @ (weight * k_mo[ii, jj]))
        new = m.vext + m.w @ np.diag(gamma) + vx
        if np.max(np.abs(new - vs)) < 1e-10:
            return dict(eps=eps, c=c, gamma=gamma, kx=kx, vx=vx, vs=vs)
        vs = vs + 0.5 * (new - vs)
    raise RuntimeError("OEP iteration did not converge")


def solve_hf(m, gamma):
    for _ in range(500):
        fock = m.h + np.diag(m.w @ np.diag(gamma)) - 0.5 * gamma * m.w
        eps, c = np.linalg.eigh(fock)
        new = 2 * c[:, :NOCC] @ c[:, :NOCC].T
        if np.max(np.abs(new - gamma)) < 1e-11:
            return eps, c, new
        gamma = gamma + 0.7 * (new - gamma)
    raise RuntimeError("HF iteration did not converge")


def determinant(m, c, n_up, n_down):
    """One-body and interaction energy of one Slater determinant."""
    up = c[:, :n_up] @ c[:, :n_up].T
    down = c[:, :n_down] @ c[:, :n_down].T
    pop = np.diag(up + down)
    one = np.sum(m.h * (up + down))
    return one, 0.5 * pop @ m.w @ pop - 0.5 * np.sum(m.w * (up**2 + down**2))


def energy_of_potential(m, v):
    """Energy of the closed-shell determinant generated by the potential v."""
    c = np.linalg.eigh(m.t + np.diag(v))[1]
    return sum(determinant(m, c, NOCC, NOCC))


def energy_slope(m, v, u, eta=1e-3):
    """Fourth-order central difference of the energy along v + eta*u."""
    e = {s: energy_of_potential(m, v + s * eta * u) for s in (-2, -1, 1, 2)}
    return (8 * (e[1] - e[-1]) - (e[2] - e[-2])) / (12 * eta)


def exchange_of_density(m, target, omega, v_start):
    """E_x[n] of the ensemble with density 'target', by density inversion."""
    v, f = v_start.copy(), occupations(m.n, omega)
    for _ in range(30):
        eps, c = np.linalg.eigh(m.t + np.diag(v))
        miss = target - (c**2) @ f
        if np.max(np.abs(miss)) < 1e-13:
            break
        prod, weight, _, _ = pairs(eps, c, f)
        v = v + solve_response(prod, weight, miss)
    assert np.max(np.abs(miss)) < 1e-11
    n_up, n_down = (NOCC + 1, NOCC) if omega > 0 else (NOCC, NOCC - 1)
    size = abs(omega)
    inter = (1 - size) * determinant(m, c, NOCC, NOCC)[1]
    if size > 0:
        inter += size * determinant(m, c, n_up, n_down)[1]
    return inter - 0.5 * target @ m.w @ target


def analyse(depth, lam=1.0, points_per_cell=16):
    m = Model(depth, lam, points_per_cell)
    o = solve_oep(m)
    eps, c = o["eps"], o["c"]
    hf_eps, hf_c, hf_gamma = solve_hf(m, o["gamma"])
    H, L = NOCC - 1, NOCC
    k_mo = c.T @ o["kx"] @ c
    v_mo = c.T @ (o["vx"][:, None] * c)
    d = k_mo - v_mo
    r = dict(m=m, o=o, k=(k_mo[H, H], k_mo[L, L]), v=(v_mo[H, H], v_mo[L, L]))
    r["cminus"], r["cplus"] = d[H, H], d[L, L]
    r["dx"] = d[L, L] - d[H, H]
    r["gap"] = eps[L] - eps[H]
    r["hfgap"] = hf_eps[L] - hf_eps[H]
    r["err"] = r["hfgap"] - r["gap"] - r["dx"]
    r["overlap"] = [abs(c[:, p] @ hf_c[:, p]) for p in (H, L)]
    # leading error: second-order level shifts and change of the exchange operator
    mix = d[:NOCC, NOCC:] / (eps[:NOCC, None] - eps[None, NOCC:])
    half = 2 * c[:, :NOCC] @ mix @ c[:, NOCC:].T
    dk = -0.5 * m.w * (half + half.T)
    level, exch = [], []
    for p in (H, L):
        q = np.arange(m.n) != p
        level.append(np.sum(d[p, q]**2 / (eps[p] - eps[q])))
        exch.append(c[:, p] @ dk @ c[:, p])
    r["level2"], r["exch2"] = level[1] - level[0], exch[1] - exch[0]
    r["err2"] = r["level2"] + r["exch2"]
    diff = hf_gamma - o["gamma"]
    r["dgamma"] = np.linalg.norm(diff)
    r["dn"] = np.linalg.norm(np.diag(diff))
    r["e_oep"] = sum(determinant(m, c, NOCC, NOCC))
    r["e_hf"] = sum(determinant(m, hf_c, NOCC, NOCC))
    r["frozen"] = (sum(determinant(m, c, NOCC + 1, NOCC))
                   + sum(determinant(m, c, NOCC, NOCC - 1)) - 2 * r["e_oep"])
    return r


main = analyse(1.0)
m, o = main["m"], main["o"]

# one-sided slopes of E_x[n + omega g] for two shapes g of the added density;
# three step sizes remove the errors linear and quadratic in omega
shapes = {"uniform": np.ones(m.n) / m.n,
          "modulated": (1 + 0.5 * np.cos(2 * np.pi * m.x / LENGTH)) / m.n}
pop0 = np.diag(o["gamma"])
ex0 = exchange_of_density(m, pop0, 0.0, o["vs"])
STEP = 1e-4
slopes = {}
for name, g in shapes.items():
    pair = []
    for sign in (1, -1):
        s = [(exchange_of_density(m, pop0 + sign * w * g, sign * w, o["vs"])
              - ex0) / (sign * w) for w in (STEP, 2 * STEP, 4 * STEP)]
        pair.append((8 * s[0] - 6 * s[1] + s[2]) / 3)
    slopes[name] = (pair[0], pair[1], g @ o["vx"])

# energy derivative along changes of the local potential, with a control
# in which the exchange potential is left out
changes = (np.cos(2 * np.pi * m.x / A), np.cos(4 * np.pi * m.x / A),
           np.sin(2 * np.pi * m.x / LENGTH) + np.cos(6 * np.pi * m.x / LENGTH))
stationarity = max(abs(energy_slope(m, o["vs"], u)) for u in changes)
control = abs(energy_slope(m, o["vs"] - o["vx"], changes[0]))

weak = [analyse(1.0, lam) for lam in (0.04, 0.02)]
order = {key: np.log2(abs(weak[0][key] / weak[1][key]))
         for key in ("dx", "err", "dgamma", "dn")}
deep = analyse(2.0)
fine = analyse(1.0, 1.0, 20)

print(f"cells {CELLS}, electrons {2*NOCC}, cell length {A} bohr, softening {B} bohr")
print(f"grid points {m.n}, spacing {m.dx:.3f} bohr")
print("Main case, V = 1 hartree, interaction strength 1 (energies in hartree)")
print(f"<H|K|H>                     {main['k'][0]:.6f}")
print(f"<H|v_x|H>                   {main['v'][0]:.6f}")
print(f"<L|K|L>                     {main['k'][1]:.6f}")
print(f"<L|v_x|L>                   {main['v'][1]:.6f}")
print(f"C- = <H|K-v_x|H>            {main['cminus']:.6f}")
print(f"C+ = <L|K-v_x|L>            {main['cplus']:.6f}")
print(f"Delta_x                     {main['dx']:.6f}  = {main['dx']*EV:.3f} eV")
print(f"OEP gap                     {main['gap']:.6f}  = {main['gap']*EV:.3f} eV")
total = main["gap"] + main["dx"]
print(f"OEP gap + Delta_x           {total:.6f}  = {total*EV:.3f} eV")
print(f"HF gap                      {main['hfgap']:.6f}  = {main['hfgap']*EV:.3f} eV")
print(f"HF gap - (OEP gap+Delta_x)  {main['err']:.6f}")
print(f"same, in percent of HF gap  {100*main['err']/main['hfgap']:.3f} %")
print(f"second-order estimate       {main['err2']:.6f}")
print(f"  part from level shifts    {main['level2']:.6f}")
print(f"  part from exchange change {main['exch2']:.6f}")
print(f"frozen-orbital E(N+1)+E(N-1)-2E(N)  {main['frozen']:.6f}")
print(f"total energy OEP            {main['e_oep']:.6f}")
print(f"total energy HF             {main['e_hf']:.6f}")
print(f"overlap of OEP and HF HOMO  {main['overlap'][0]:.6f}")
print(f"overlap of OEP and HF LUMO  {main['overlap'][1]:.6f}")
print("One-sided slopes of E_x[n + omega g] (hartree)")
for name, (sp, sm, mean) in slopes.items():
    print(f"{name:10s} above {sp:.6f} below {sm:.6f} jump {sp-sm:.6f}")
print("Energy derivative along a change of the local potential (dimensionless)")
print(f"largest at the OEP {stationarity:.1e}, with v_x left out {control:.4f}")
print("Weak interaction (hartree)")
for lam, r in zip((0.04, 0.02), weak):
    print(f"strength {lam}: Delta_x {r['dx']:.4e} error {r['err']:.4e}"
          f" estimate {r['err2']:.4e}")
print("Measured order in the interaction strength")
print(f"Delta_x {order['dx']:.3f}, gap error {order['err']:.3f}")
print(f"density matrix difference {order['dgamma']:.3f},"
      f" density difference {order['dn']:.3f}")
print("Deeper potential, V = 2 hartree (hartree)")
print(f"OEP gap {deep['gap']:.6f}, Delta_x {deep['dx']:.6f}")
print(f"HF gap {deep['hfgap']:.6f}, remaining error {deep['err']:.6f}")
print(f"change of Delta_x with 20 points per cell {fine['dx']-main['dx']:.1e} hartree")

# the OEP energy is stationary and minimal under changes of the local potential
assert stationarity < 1e-7
assert control > 1e-2
for u in changes:
    both = sum(energy_of_potential(m, o["vs"] + s * 1e-3 * u) for s in (1, -1))
    assert both > 2 * main["e_oep"]

# the functional derivative jumps by the same constant for both shapes
for sp, sm, mean in slopes.values():
    assert abs(sp - main["cplus"] - mean) < 2e-5
    assert abs(sm - main["cminus"] - mean) < 2e-5
    assert abs(sp - sm - main["dx"]) < 2e-5

# the corrected gap is the frozen-orbital gap, and lies close to the HF gap
assert abs(main["frozen"] - total) < 1e-8
assert main["e_hf"] < main["e_oep"]
for r in (main, deep):
    assert min(r["overlap"]) > 0.98
    assert abs(r["err"]) < 0.1 * abs(r["dx"])

# orders in the interaction strength and the leading error formula
assert abs(order["dx"] - 1) < 0.1 and abs(order["dgamma"] - 1) < 0.1
assert abs(order["err"] - 2) < 0.1 and abs(order["dn"] - 2) < 0.1
assert abs(weak[1]["err"] / weak[1]["err2"] - 1) < 0.05
assert abs(fine["dx"] - main["dx"]) < 1e-5
assert abs(fine["hfgap"] - main["hfgap"]) < 1e-5
print("verified")
```

It prints:

```
cells 6, electrons 12, cell length 4.0 bohr, softening 1.0 bohr
grid points 96, spacing 0.250 bohr
Main case, V = 1 hartree, interaction strength 1 (energies in hartree)
<H|K|H>                     -0.807367
<H|v_x|H>                   -0.123811
<L|K|L>                     -0.104714
<L|v_x|L>                   0.042050
C- = <H|K-v_x|H>            -0.683557
C+ = <L|K-v_x|L>            -0.146764
Delta_x                     0.536792  = 14.607 eV
OEP gap                     0.921404  = 25.073 eV
OEP gap + Delta_x           1.458196  = 39.680 eV
HF gap                      1.456548  = 39.635 eV
HF gap - (OEP gap+Delta_x)  -0.001648
same, in percent of HF gap  -0.113 %
second-order estimate       -0.001274
  part from level shifts    -0.003336
  part from exchange change 0.002061
frozen-orbital E(N+1)+E(N-1)-2E(N)  1.458196
total energy OEP            12.807912
total energy HF             12.807187
overlap of OEP and HF HOMO  0.999995
overlap of OEP and HF LUMO  0.999277
One-sided slopes of E_x[n + omega g] (hartree)
uniform    above -0.146764 below -0.683557 jump 0.536792
modulated  above -0.146764 below -0.683559 jump 0.536795
Energy derivative along a change of the local potential (dimensionless)
largest at the OEP 2.9e-11, with v_x left out 0.6656
Weak interaction (hartree)
strength 0.04: Delta_x 2.1660e-02 error -2.5915e-06 estimate -2.5646e-06
strength 0.02: Delta_x 1.0832e-02 error -6.4730e-07 estimate -6.4393e-07
Measured order in the interaction strength
Delta_x 1.000, gap error 2.001
density matrix difference 0.996, density difference 1.997
Deeper potential, V = 2 hartree (hartree)
OEP gap 1.675002, Delta_x 0.634051
HF gap 2.306085, remaining error -0.002968
change of Delta_x with 20 points per cell 1.7e-07 hartree
verified
```
